# Building the cluster-correlation expansion for the echo of a central spin: test program

```python
"""Cluster-correlation expansion (CCE) of the Hahn echo of a central spin 1/2.

Bath of N spins 1/2 at infinite temperature; branch Hamiltonians H0 + V, H0 - V:
  V  = (1/2) sum_k A_k Iz_k
  H0 = sum_{j<k} d_jk [2 Iz_j Iz_k - (I+_j I-_k + I-_j I+_k)/2]
Echo at total time 2 tau: L = Tr[Wm^dagger Wp] / 2^N, where
  Wp = exp(-i(H0-V)tau) exp(-i(H0+V)tau), Wm = the opposite order.
Irreducible factor of a cluster = its echo / product of factors of all its
proper subclusters; CCE-M multiplies all factors of clusters up to M spins.
Results under test:
  pair factor = 1 - (d delta / w^2)^2 sin^4(w tau/2),
      delta = A_j - A_k, w^2 = d^2 + delta^2/4;
  leading powers of d and tau in the logarithms of the factors;
  log of a three-spin factor = T tau^6 + O(tau^8), T in closed form;
  convergence of CCE-M to the full 2^N-dimensional echo.
Internal units: rad/us for couplings, us for times, nm for lengths.
"""
from functools import lru_cache
from itertools import combinations
from math import comb
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq


@lru_cache(maxsize=None)
def spin_operators(n):
    """Iz of each spin (diagonals) and the dipolar operator of each pair."""
    raising = np.array([[0.0, 1.0], [0.0, 0.0]])
    iz_single = np.diag([0.5, -0.5])

    def embed(op, site):
        return np.kron(np.kron(np.eye(2**site), op), np.eye(2**(n - site - 1)))

    iz = [np.diag(embed(iz_single, s)).copy() for s in range(n)]
    up = [embed(raising, s) for s in range(n)]
    pairs = []
    for j, k in combinations(range(n), 2):
        flip = up[j] @ up[k].T
        pairs.append((j, k, np.diag(2 * iz[j] * iz[k]) - 0.5 * (flip + flip.T)))
    return iz, pairs


def hamiltonian_parts(A, d, zeeman=0.0):
    n = len(A)
    iz, pairs = spin_operators(n)
    H0 = np.diag(zeeman * sum(iz))
    for j, k, operator in pairs:
        H0 = H0 + d[j, k] * operator
    V = np.diag(0.5 * sum(A[s] * iz[s] for s in range(n)))
    return H0, V


def echo_complex(A, d, taus, zeeman=0.0):
    H0, V = hamiltonian_parts(A, d, zeeman)
    Ep, Qp = np.linalg.eigh(H0 + V)
    Em, Qm = np.linalg.eigh(H0 - V)
    result = []
    for tau in taus:
        Up = (Qp * np.exp(-1j * Ep * tau)) @ Qp.T
        Um = (Qm * np.exp(-1j * Em * tau)) @ Qm.T
        result.append(np.vdot(Up @ Um, Um @ Up) / len(H0))
    return np.array(result)


def echo(A, d, taus):
    return echo_complex(A, d, taus).real


def pair_formula(delta, d, tau):
    w = np.sqrt(d**2 + delta**2 / 4)
    return 1 - (d * delta / w**2)**2 * np.sin(w * tau / 2)**4


def cluster_factors(A, d, taus, max_size):
    """Cluster echoes and irreducible factors by the recursive definition."""
    echoes, factors = {}, {}
    for size in range(1, max_size + 1):
        for c in combinations(range(len(A)), size):
            echoes[c] = echo(A[list(c)], d[np.ix_(c, c)], taus)
            f = echoes[c].copy()
            for m in range(1, size):
                for sub in combinations(c, m):
                    f = f / factors[sub]
            factors[c] = f
    return echoes, factors


def log_factor_series(A, d, tau, variable, points=48):
    """Taylor coefficients in s, at s = 0, of the log factor of the whole cluster.

    variable 'd': s multiplies the dipolar couplings only;
    variable 'tau': s multiplies the time.
    The echo is continued to complex s and sampled on the unit circle.
    """
    s = np.exp(2j * np.pi * np.arange(points) / points)[:, None, None]
    total = np.zeros(points, dtype=complex)
    n = len(A)
    for size in range(2, n + 1):  # single-spin echoes equal one
        for c in combinations(range(n), size):
            H0, V = hamiltonian_parts(A[list(c)], d[np.ix_(c, c)])
            v = s if variable == 'tau' else np.ones_like(s)
            Up = expm(-1j * tau * (s * H0 + v * V))
            Um = expm(-1j * tau * (s * H0 - v * V))
            loop = np.linalg.inv(Um) @ np.linalg.inv(Up) @ Um @ Up
            value = np.trace(loop, axis1=1, axis2=2) / 2**size
            total += (-1)**(n - size) * np.log(value)
    return np.fft.fft(total).real / points


def starts_at(series, power):
    """True if all coefficients below the given power vanish numerically."""
    return (np.max(np.abs(series[:power]))
            < 1e-3 * np.max(np.abs(series[power:power + 5])))


def cce(factors, order):
    return np.prod([f for c, f in factors.items() if len(c) <= order], axis=0)


def triple_coefficient(A, d, triple):
    """T in log(three-spin factor) = T tau^6 + O(tau^8)."""
    total = 0.0
    for l in triple:
        j, k = [s for s in triple if s != l]
        total += (d[l, j] * d[l, k])**2 * (A[l] - A[j]) * (A[l] - A[k]) / 32
        M = (d[j, k] * (A[j] - A[k]) * (d[k, l] - d[j, l]) / 4
             + d[j, l] * d[k, l] * (A[j] + A[k] - 2 * A[l]) / 8)
        total += M**2 / 2
    return total / 3


def random_bath(rng, n, scale):
    A = rng.uniform(-3, 3, n)
    d = np.triu(rng.uniform(0.5, 1.0, (n, n)) * rng.choice([-1, 1], (n, n)), 1)
    return A, scale * (d + d.T)


# ---------- tests on dimensionless random baths ----------
rng = np.random.default_rng(11)
times = np.linspace(0.8, 2.0, 5)

# pair formula, reality, parities, and cancellation of a common Zeeman frequency
pair_deviation = 0.0
for _ in range(20):
    A, d = random_bath(rng, 2, rng.uniform(0.2, 3))
    pair_deviation = max(pair_deviation, np.max(np.abs(
        echo(A, d, times) - pair_formula(A[0] - A[1], d[0, 1], times))))
assert pair_deviation < 1e-12
A4, d4 = random_bath(rng, 4, 1.0)
reference = echo_complex(A4, d4, times)
assert np.max(np.abs(reference.imag)) < 1e-12
assert np.max(np.abs(reference - echo_complex(A4, d4, times, 7.3))) < 1e-11
assert np.max(np.abs(reference - echo_complex(A4, d4, -times))) < 1e-12
assert np.max(np.abs(reference - echo_complex(-A4, d4, times))) < 1e-12

# a pair echo can vanish, which makes larger factors undefined
pair_zero = echo(np.array([1.0, -1.0]), np.array([[0, 1.0], [1.0, 0]]),
                 [np.pi / np.sqrt(2)])[0]
assert abs(pair_zero) < 1e-12

# single-spin factors and factors of disconnected clusters equal one
d_split = np.zeros((4, 4))
d_split[0, 1] = d_split[1, 0] = 0.5
d_split[2, 3] = d_split[3, 2] = -0.4
echoes, factors = cluster_factors(A4, d_split, times, 4)
assert all(np.allclose(factors[(s,)], 1, atol=1e-12) for s in range(4))
assert np.max(np.abs(echoes[(0, 1, 2, 3)] - 1)) > 1e-3
assert np.max(np.abs(factors[(0, 1, 2, 3)] - 1)) < 1e-10

# leading power of the dipolar coupling in the log factors
A5, d5 = random_bath(rng, 5, 0.2)
strong = cluster_factors(A5, d5, times, 5)[1]
weak = cluster_factors(A5, d5 / 2, times, 5)[1]
print("log factor as a series in the dipolar coupling:")
for size, power in ((2, 2), (3, 4), (4, 4), (5, 6)):
    series = log_factor_series(A5[:size], d5[:size, :size], 1.4, 'd')
    c = tuple(range(size))
    slope = np.log2(np.linalg.norm(np.log(strong[c]))
                    / np.linalg.norm(np.log(weak[c])))
    print(" %d spins: lower powers %.0e; d^%d %.2e; d^%d %.2e; finite slope %.2f"
          % (size, np.max(np.abs(series[:power])), power, series[power],
             power + 2, series[power + 2], slope))
    assert starts_at(series, power)

# three-spin factors: no power of tau below the sixth, and its coefficient T
radius = 0.3
triple_deviation = 0.0
for _ in range(5):
    A3, d3 = random_bath(rng, 3, 1.0)
    series = log_factor_series(A3, d3, radius, 'tau')
    assert starts_at(series, 6)
    T = triple_coefficient(A3, d3, (0, 1, 2))
    triple_deviation = max(triple_deviation, abs(series[6] / radius**6 / T - 1))
assert triple_deviation < 1e-6

# four-spin factors start no earlier than tau^8
series4 = log_factor_series(A4, d4, radius, 'tau')
assert starts_at(series4, 8)

# ---------- worked example: eight protons on a cube ----------
edge = 0.3
corner = np.array([0.5, 0.4, 1.1])
gamma_p = const.value('proton gyromag. ratio')
gamma_e = const.value('electron gyromag. ratio')
prefactor = const.mu_0 / (4 * np.pi) * const.hbar * 1e27 * 1e-6
cube = edge * np.array([[x, y, z] for x in (0, 1) for y in (0, 1) for z in (0, 1)])
N = len(cube)


def angular(r):
    length = np.linalg.norm(r)
    return (1 - 3 * (r[2] / length)**2) / length**3


def proton_bath(first_corner):
    A = np.array([-prefactor * gamma_e * gamma_p * angular(first_corner + s)
                  for s in cube])
    d = np.zeros((N, N))
    for j, k in combinations(range(N), 2):
        d[j, k] = d[k, j] = prefactor * gamma_p**2 * angular(cube[j] - cube[k]) / 2
    return A, d


def pair_product(A, d, tau):
    return np.prod([pair_formula(A[j] - A[k], d[j, k], tau)
                    for j, k in combinations(range(N), 2) if abs(d[j, k]) > 1e-12])


def first_one_over_e(signal):
    """First total time at which the signal falls to 1/e (nan if not by 200 us)."""
    def excess(t):
        return signal(t) - np.exp(-1)
    for t in np.arange(4.0, 200.0, 4.0):
        if excess(t + 4.0) < 0:
            return brentq(excess, t, t + 4.0, xtol=1e-6)
    return np.nan


to_khz = 1e3 / (2 * np.pi)
total_times = np.array([20.0, 40.0, 60.0, 80.0, 120.0, 200.0])
print("pair formula, largest deviation: %.1e" % pair_deviation)
print("pair echo at |delta|=2|d|, w tau=pi: %.1e" % pair_zero)
print("three-spin T, largest relative deviation: %.1e" % triple_deviation)
print("4 spins, series in tau: below tau^8 %.0e; tau^8 term %.2e"
      % (np.max(np.abs(series4[:8])), series4[8]))
print("cube edge: %.1f nm, protons: %d, bath states: %d" % (edge, N, 2**N))

for label, scale in (("near", 1.0), ("far", 2.0)):
    A, d = proton_bath(scale * corner)
    print("--- %s electron; first corner at (%.1f, %.1f, %.1f) nm"
          % ((label,) + tuple(scale * corner)))
    print("A/2pi (kHz), protons 1-4: " + " ".join("%.3f" % (a * to_khz) for a in A[:4]))
    print("A/2pi (kHz), protons 5-8: " + " ".join("%.3f" % (a * to_khz) for a in A[4:]))
    if label == "near":
        print("d/2pi (kHz), edge along z, edge along y, yz diagonal: %.4f %.4f %.4f"
              % tuple(d[0, s] * to_khz for s in (1, 2, 3)))
        delta, w = A[0] - A[1], np.hypot(d[0, 1], (A[0] - A[1]) / 2)
        print("pair 1-2: delta/2pi %.3f kHz, w/2pi %.3f kHz, depth %.4f"
              % (delta * to_khz, w * to_khz, (d[0, 1] * delta / w**2)**2))
        print("pair 1-2 echo at 2tau = 60 us: %.5f" % pair_formula(delta, d[0, 1], 30.0))
    exact = echo(A, d, total_times / 2)
    echoes, factors = cluster_factors(A, d, total_times / 2, 6)
    for j, k in combinations(range(N), 2):
        if abs(d[j, k]) > 1e-12:
            assert np.allclose(factors[(j, k)], pair_formula(
                A[j] - A[k], d[j, k], total_times / 2), atol=1e-11)
    approximations = {M: cce(factors, M) for M in range(2, 7)}

    # explicit exponents of the cluster echoes in CCE-3
    explicit = np.ones(len(total_times))
    for c, value in echoes.items():
        if len(c) <= 3:
            m = len(c)
            explicit *= value**float((-1)**(3 - m) * comb(N - m - 1, 3 - m))
    assert np.allclose(explicit, approximations[3], rtol=1e-7)

    # short-time error of CCE-2 is tau^6 times the sum of all T; the weaker
    # hyperfine differences of the far case need later times to beat rounding
    early = np.array([1.5, 2.0, 3.0, 4.0]) * scale
    pair_early = np.array([pair_product(A, d, t) for t in early])
    log_ratio = np.log(echo(A, d, early) / pair_early)
    T_numeric = np.polyfit(early**2, log_ratio / early**6, 3)[-1]
    T_sum = sum(triple_coefficient(A, d, c) for c in combinations(range(N), 3))
    quartic = sum((d[j, k] * (A[j] - A[k]))**2
                  for j, k in combinations(range(N), 2)) / 16
    print("sum of d^2 delta^2/16: %.4e us^-4" % quartic)
    print("sum of T: formula %.4e, from exact echo %.4e us^-6" % (T_sum, T_numeric))
    assert abs(T_numeric / T_sum - 1) < 1e-2  # extrapolation to tau = 0
    print("2tau(us)  exact    CCE-2    CCE-3    CCE-4    CCE-5    CCE-6")
    for i, t in enumerate(total_times):
        print("%6.0f  %8.5f " % (t, exact[i])
              + " ".join("%8.5g" % approximations[M][i] for M in range(2, 7)))
    errors = {M: np.abs(approximations[M] - exact) for M in approximations}
    for last in (40.0, 80.0):
        window = total_times <= last
        print("max |error|, listed 2tau <= %.0f us, CCE-2..6: " % last
              + " ".join("%.1e" % errors[M][window].max() for M in range(2, 7)))
    smallest = min(np.min(np.abs(v)) for v in echoes.values())
    print("smallest |cluster echo| used, all listed times: %.2e" % smallest)
    if label == "near":
        assert errors[4][:2].max() < errors[2][:2].max()
        t_exact = first_one_over_e(lambda t: echo(A, d, [t / 2])[0])
        t_pair = first_one_over_e(lambda t: pair_product(A, d, t / 2))
        print("1/e echo time 2tau: exact %.3f us, CCE-2 %.3f us" % (t_exact, t_pair))
        print("1/e time of the quartic law exp(-quartic tau^4): %.3f us"
              % (2 * quartic**-0.25))

print("tests ok")
```

Output:

```
log factor as a series in the dipolar coupling:
 2 spins: lower powers 1e-17; d^2 -1.50e-03; d^4 5.61e-06; finite slope 1.99
 3 spins: lower powers 1e-16; d^4 1.21e-04; d^6 -3.34e-06; finite slope 3.95
 4 spins: lower powers 1e-16; d^4 4.17e-05; d^6 -1.39e-04; finite slope 9.06
 5 spins: lower powers 1e-16; d^6 7.31e-06; d^8 -8.51e-07; finite slope 5.54
pair formula, largest deviation: 7.2e-16
pair echo at |delta|=2|d|, w tau=pi: 5.6e-17
three-spin T, largest relative deviation: 2.2e-12
4 spins, series in tau: below tau^8 1e-16; tau^8 term -2.26e-05
cube edge: 0.3 nm, protons: 8, bath states: 256
--- near electron; first corner at (0.5, 0.4, 1.1) nm
A/2pi (kHz), protons 1-4: 47.576 32.094 25.015 20.989
A/2pi (kHz), protons 5-8: 22.362 19.492 12.177 13.143
d/2pi (kHz), edge along z, edge along y, yz diagonal: -4.4489 2.2244 -0.3932
pair 1-2: delta/2pi 15.483 kHz, w/2pi 8.929 kHz, depth 0.7465
pair 1-2 echo at 2tau = 60 us: 0.76923
sum of d^2 delta^2/16: 1.5052e-06 us^-4
sum of T: formula 4.5289e-10, from exact echo 4.5289e-10 us^-6
2tau(us)  exact    CCE-2    CCE-3    CCE-4    CCE-5    CCE-6
    20   0.98643  0.98605  0.98643  0.98643  0.98643  0.98643
    40   0.84397  0.83017  0.84406  0.84404  0.84397  0.84397
    60   0.55639  0.48651  0.55574  0.55925  0.55652  0.55634
    80   0.33933  0.18788  0.36005   0.3651  0.33621   0.3373
   120   0.18213 0.020919   1.2536  0.14783  0.10597  0.21715
   200   0.09178 0.0037343   490.02 3.6529e-07   26.569  0.92097
max |error|, listed 2tau <= 40 us, CCE-2..6: 1.4e-02 9.2e-05 7.3e-05 8.2e-07 2.0e-07
max |error|, listed 2tau <= 80 us, CCE-2..6: 1.5e-01 2.1e-02 2.6e-02 3.1e-03 2.0e-03
smallest |cluster echo| used, all listed times: 6.95e-02
1/e echo time 2tau: exact 76.308 us, CCE-2 66.812 us
1/e time of the quartic law exp(-quartic tau^4): 57.100 us
--- far electron; first corner at (1.0, 0.8, 2.2) nm
A/2pi (kHz), protons 1-4: 5.947 4.910 4.475 3.908
A/2pi (kHz), protons 5-8: 4.222 3.729 3.216 2.997
sum of d^2 delta^2/16: 9.6869e-09 us^-4
sum of T: formula 2.7741e-12, from exact echo 2.7741e-12 us^-6
2tau(us)  exact    CCE-2    CCE-3    CCE-4    CCE-5    CCE-6
    20   0.99991   0.9999  0.99991  0.99991  0.99991  0.99991
    40   0.99864  0.99849  0.99866  0.99863  0.99864  0.99864
    60   0.99395  0.99262  0.99437  0.99386  0.99396  0.99394
    80   0.98359  0.97785   0.9866  0.98265  0.98385  0.98352
   120   0.94096  0.90426  0.97758  0.92151  0.94974  0.93781
   200   0.77795   0.5721    1.415  0.40875   1.2349  0.62901
max |error|, listed 2tau <= 40 us, CCE-2..6: 1.4e-04 2.2e-05 2.1e-06 1.9e-07 1.6e-08
max |error|, listed 2tau <= 80 us, CCE-2..6: 5.7e-03 3.0e-03 9.4e-04 2.6e-04 6.6e-05
smallest |cluster echo| used, all listed times: 8.14e-01
tests ok
```
